\section*{Constant-tau mobility in narrow bands and the crossover from e tau/m, part 2}

The problem is the mobility $\mu$ of carriers in a single band $\varepsilon(\mathbf k)$, with a relaxation time $\tau$ that is the same for all states. This part treats the cosine band
\begin{equation}
\varepsilon=-2t\cos(ka),\quad v=2ta\sin(ka),\quad
W=4t,\quad \frac1m=2ta^2,
\end{equation}
with $t>0$, lattice constant $a$, bandwidth $W$ and effective mass $m$ at the band minimum.

The algebra uses atomic units, $\hbar=e=1$. The energy $k_{\rm B}T$ is kept, with $\beta=1/k_{\rm B}T$, and $e$ and $\hbar$ are restored in final results. The force on a carrier is $F$, directed along $x$, and $v_x=\partial\varepsilon/\partial k_x$. The weak-field mobility is drift velocity $v_{\rm d}$ divided by force. The occupation $f$ relaxes towards the equilibrium distribution $f_0$ of the same density, which keeps the lattice temperature. An overline is a plain zone average, and $\langle\cdots\rangle$ is a thermal average over dilute carriers, for which $f_0\propto e^{-\beta\varepsilon}$.

For dilute carriers, at any $W/k_{\rm B}T$,
\begin{equation}
\mu=\beta\tau\langle v_x^2\rangle
=\tau\left\langle\frac{\partial^2\varepsilon}{\partial k_x^2}\right\rangle .
\label{eq:carry}
\end{equation}
These are the velocity form and the curvature form. For $W\ll k_{\rm B}T$ the first becomes the narrow-band law
\begin{equation}
\mu\simeq\frac{e\tau\,\overline{v_x^2}}{k_{\rm B}T}.
\label{eq:narrow}
\end{equation}
For a general band, the expansion to first order in $\beta$ is
\begin{align}
\langle v_x^2\rangle
&=\frac{\overline{v_x^2}-\beta\,\overline{\varepsilon v_x^2}}{1-\beta\,\overline\varepsilon}+O(\beta^2)\nonumber\\
&=\overline{v_x^2}-\beta\left(\overline{\varepsilon v_x^2}-\overline\varepsilon\;\overline{v_x^2}\right)+O(\beta^2).
\label{eq:firstorder}
\end{align}
The bracket is negative if the faster states lie mainly in the lower part of the band.

When the carriers are not dilute, $f_0$ is the Fermi function. With $\nu=\overline f$ carriers per cell and per spin state, the limit for $W\ll k_{\rm B}T$ at fixed $\nu$ is
\begin{equation}
\mu\to(1-\nu)\,\frac{e\tau\,\overline{v_x^2}}{k_{\rm B}T}.
\label{eq:filling}
\end{equation}

\subsection{Solution at any field strength}

For this band the stationary Boltzmann equation $F\,\partial f/\partial k=-(f-f_0)/\tau$ can be solved for the drift velocity without assuming a weak force. Define the averages over the actual distribution,
\begin{equation}
S=\frac{\overline{f\sin(ka)}}{\overline f},\qquad
C=\frac{\overline{f\cos(ka)}}{\overline f},
\end{equation}
and let $C_0=\langle\cos(ka)\rangle$ be the equilibrium value of $C$. The equilibrium value of $S$ is zero, because $f_0$ is even in $k$.

Multiply the equation by $\sin(ka)$ and average. Integration by parts on the left gives $\overline{\sin(ka)\,\partial f/\partial k}=-a\,\overline{f\cos(ka)}$, so
\begin{equation}
-FaC=-\frac{S}{\tau}.
\end{equation}
Multiplication by $\cos(ka)$ gives $\overline{\cos(ka)\,\partial f/\partial k}=+a\,\overline{f\sin(ka)}$, so
\begin{equation}
FaS=-\frac{C-C_0}{\tau}.
\end{equation}
With $x=Fa\tau$ these two equations read $S=xC$ and $C=C_0-xS$. Eliminating $C$ gives $S(1+x^2)=xC_0$. The drift velocity $v_{\rm d}=2taS$ is therefore
\begin{equation}
v_{\rm d}=\frac{\mu F}{1+(Fa\tau)^2},\qquad
\mu=2ta^2\tau\,C_0=\frac{\tau}{m}\langle\cos(ka)\rangle .
\label{eq:drift}
\end{equation}
The weak-field mobility agrees with the curvature form in \eqref{eq:carry}.

The number $x$ is the phase $ka$ through which the force drives a carrier during one relaxation time. The linear law requires $x\ll1$. At $x=1$ the drift velocity reaches its maximum, and for stronger forces it falls, because carriers are driven through the zone boundary and reverse their motion before they relax. This result assumes that $f_0$ keeps the lattice temperature and that $\tau$ does not depend on the field.

\subsection{The thermal average}

With $\theta=ka$ and $z=2t/k_{\rm B}T$, the Boltzmann factor is $e^{z\cos\theta}$. The modified Bessel functions of integer order have the integral form
\begin{equation}
I_n(z)=\frac1\pi\int_0^\pi e^{z\cos\theta}\cos(n\theta)\,d\theta .
\label{eq:bessel}
\end{equation}
Hence
\begin{equation}
\langle\cos\theta\rangle=r(z),\qquad r(z)=\frac{I_1(z)}{I_0(z)},\qquad
\mu=\frac{e\tau}{m}\,r(z).
\label{eq:cosmu}
\end{equation}

The velocity form gives the same result. Since $e^{z\cos\theta}\sin\theta=-z^{-1}\,d(e^{z\cos\theta})/d\theta$, integration by parts over a full period yields
\begin{equation}
\langle\sin^2\theta\rangle=\frac1z\langle\cos\theta\rangle=\frac{r}{z}.
\label{eq:sin2}
\end{equation}
Then $\beta\langle v^2\rangle=4\beta t^2a^2r/z=2ta^2r$, where $z=2\beta t$ was used. This equals $r/m$, as required.

The derivative of $r$ will be needed below. Differentiating the average $\langle\cos\theta\rangle$ with respect to $z$ gives the variance of $\cos\theta$. With \eqref{eq:sin2},
\begin{equation}
\frac{dr}{dz}=\langle\cos^2\theta\rangle-\langle\cos\theta\rangle^2
=1-\frac rz-r^2 .
\label{eq:riccati}
\end{equation}
A variance is positive, so $r$ rises with $z$. At fixed $\tau$ the mobility therefore falls steadily as the temperature rises.

\subsection{Cold and hot limits}

At low temperature the carriers stay near $k=0$, where $\cos\theta\simeq1-\theta^2/2$. Equipartition in the parabolic region gives $\langle k^2\rangle/2m=k_{\rm B}T/2$, and therefore $\langle\theta^2\rangle=ma^2k_{\rm B}T=k_{\rm B}T/2t$. To leading order,
\begin{equation}
\mu\simeq\frac{e\tau}{m}\left(1-\frac{k_{\rm B}T}{4t}\right)
=\frac{e\tau}{m}\left(1-\frac{k_{\rm B}T}{W}\right),
\qquad k_{\rm B}T\ll W .
\label{eq:cold}
\end{equation}
The correction is linear in temperature. It arises because the inverse mass decreases away from the band minimum.

At high temperature $z$ is small. The power series are
\begin{equation}
I_0=1+\frac{z^2}{4}+O(z^4),\qquad
I_1=\frac z2\left(1+\frac{z^2}{8}+O(z^4)\right),
\end{equation}
and their ratio is $r=(z/2)[1-z^2/8+O(z^4)]$. Since $z/2=t/k_{\rm B}T$ and $z=W/2k_{\rm B}T$,
\begin{equation}
\mu\simeq\frac{e\tau}{m}\,\frac{t}{k_{\rm B}T}
\left[1-\frac{1}{32}\left(\frac{W}{k_{\rm B}T}\right)^2\right],
\qquad k_{\rm B}T\gg W .
\label{eq:hot}
\end{equation}
The leading term is the narrow-band law. Indeed $\overline{v^2}=4t^2a^2\,\overline{\sin^2\theta}=2t^2a^2$, so $\beta\tau\overline{v^2}=2\beta\tau t^2a^2$, which equals $(\tau/m)\beta t$. The small coefficient $1/32$ explains why the law is already good at $W=k_{\rm B}T$. There the full mobility is $0.970$ of the narrow-band value.

Both limiting laws overestimate the mobility at every finite temperature. First, $r=\langle\cos\theta\rangle<1$, so $\mu<e\tau/m$. Second, $\sin^2\theta=(1-\cos2\theta)/2$ gives
\begin{equation}
\langle\sin^2\theta\rangle=\frac12\left(1-\frac{I_2(z)}{I_0(z)}\right)<\frac12=\overline{\sin^2\theta},
\end{equation}
because the power series of $I_2$ and $I_0$ have positive coefficients. The smaller of the two laws is thus an upper bound on the mobility in this model.

\subsection{Position and width of the crossover}

Setting the two limiting laws equal gives
\begin{equation}
\frac{e\tau}{m}=\frac{e\tau}{m}\,\frac{t}{k_{\rm B}T}
\quad\Longrightarrow\quad k_{\rm B}T=t=\frac W4 .
\end{equation}
At this point $z=2$, and the mobility is $0.698$ of either law. The change of regime thus begins well before $k_{\rm B}T$ reaches the bandwidth. A second marker is the temperature at which the mobility has dropped to half of $e\tau/m$. It solves $r(z)=1/2$ and lies at $k_{\rm B}T=0.431\,W$.

The local temperature exponent at fixed $\tau$ shows how gradual the change is. Because $z$ is proportional to $1/T$, equation \eqref{eq:riccati} gives
\begin{equation}
\frac{d\ln\mu}{d\ln T}=-\frac{z}{r}\frac{dr}{dz}
=-\left(\frac zr-1-zr\right).
\label{eq:exponent}
\end{equation}
The exponent tends to $0$ for cold and to $-1$ for hot carriers. It is $-0.47$ where the asymptotes cross, $-0.74$ at the half-value point and $-0.94$ at $k_{\rm B}T=W$. An exponent between $0$ and $-1$ can therefore arise from the band alone, without any temperature dependence of the scattering.

If $\tau$ depends on temperature but is still the same for all states, and if $t$ and $a$ do not change with temperature, the logarithm of \eqref{eq:cosmu} shows that $d\ln\tau/d\ln T$ is simply added to \eqref{eq:exponent}. For the cosine band, a measured exponent must then be corrected by up to one unit before it is assigned to scattering. In other bands the correction can exceed one unit. By \eqref{eq:firstorder} this happens at high temperature when the faster states lie mainly in the lower part of the band, because $\langle v_x^2\rangle$ then falls as the temperature rises.

\subsection{Three dimensions}

For the simple cubic band
\begin{equation}
\varepsilon=-2t\left[\cos(k_xa)+\cos(k_ya)+\cos(k_za)\right]
\end{equation}
the Boltzmann factor is a product of three factors, one for each direction. The velocity $v_x$ depends on $k_x$ alone, so the factors for $k_y$ and $k_z$ cancel between numerator and denominator of $\langle v_x^2\rangle$. The mobility of dilute carriers is again \eqref{eq:cosmu}, with the same $z=2t/k_{\rm B}T$.

The total bandwidth is now $12t$, while the asymptotes still cross at $k_{\rm B}T=t$, which is one twelfth of the total width. The energy that governs the crossover is the width $4t$ of a single cosine term. Because the weak-field mobility of a cubic crystal is isotropic, this holds for any direction of the field, including the diagonals. The cancellation relies on Boltzmann statistics, since a Fermi function of a sum is not a product.

\subsection{Worked example}

With $\hbar$ restored, \eqref{eq:cosmu} reads
\begin{equation}
\mu=\frac e\hbar\,A,\qquad
A=\frac{2ta^2}{\hbar/\tau}\,r(z).
\label{eq:area}
\end{equation}
The area $A$ is the mobility in units of $e/\hbar$. This form needs only energies and lengths as input.

Take the model parameters $t=0.005$~eV, $a=5$~\AA, $\hbar/\tau=0.0002$~eV and $k_{\rm B}T=0.025$~eV. The bandwidth is $W=0.020$~eV, so $W/k_{\rm B}T=0.8$ and $z=0.4$. The relaxation time is $3.3$~ps, chosen so that $\hbar/\tau$ is much smaller than $t$. The numbers illustrate the formulas and are not an estimate for a particular material. The law $e\tau/m$ would give
\begin{equation}
A_m=\frac{2\times0.005\times5^2}{0.0002}\ \text{\AA}^2
=\frac{0.25}{0.0002}\ \text{\AA}^2=1250\ \text{\AA}^2 .
\end{equation}
The Bessel ratio is $r(0.4)=0.1961$, and the full mobility is
\begin{equation}
A=1250\times0.1961\ \text{\AA}^2=245\ \text{\AA}^2,
\qquad \mu=37.2\ \text{cm}^2/(\text{V\,s}).
\end{equation}
The narrow-band law replaces $r$ by $t/k_{\rm B}T=0.2$:
\begin{equation}
A_{\rm nb}=1250\times0.2\ \text{\AA}^2=250\ \text{\AA}^2,
\qquad \mu_{\rm nb}=38.0\ \text{cm}^2/(\text{V\,s}).
\end{equation}
It exceeds the full result by $2.0\%$ of the latter. The law $e\tau/m$, which corresponds to $190$~cm$^2$/(V\,s), is too large by a factor of $5.1$.

The velocity form provides a check. The thermal root-mean-square velocity is $\hbar v_{\rm rms}=0.03501$~eV\,\AA, and
\begin{equation}
A=\frac{(\hbar v_{\rm rms})^2}{(\hbar/\tau)\,k_{\rm B}T}
=\frac{0.03501^2}{0.0002\times0.025}\ \text{\AA}^2=245\ \text{\AA}^2 .
\end{equation}

An occupation of $\nu=0.1$ per spin state lowers the mobility to $0.903$ of its dilute value. The limiting factor $1-\nu$ is $0.9$; the small difference reflects the finite ratio $W/k_{\rm B}T$. The numerical output also lists the mobility from the cold to the hot regime.

\subsection{Conditions of validity}

The Boltzmann equation treats carriers as wave packets with a definite wave vector between collisions. This requires a mean free path much longer than the lattice constant. In the example, $v_{\rm rms}\tau=0.03501/0.0002$~\AA\ $=175$~\AA, or $35$ lattice constants. In the narrow-band limit $v_{\rm rms}=\sqrt2\,ta/\hbar$, so
\begin{equation}
\frac{v_{\rm rms}\tau}{a}=\frac{\sqrt2\,t}{\hbar/\tau}.
\end{equation}
A long mean free path is then the same condition as a level broadening $\hbar/\tau$ much smaller than the bandwidth. A narrow band meets it only if scattering is weak. When $\hbar/\tau$ becomes comparable with $t$, the mean free path is about one lattice constant, and the derivation given here no longer supports either limiting law.

In the cold regime $\hbar/\tau$ must also be small compared with $k_{\rm B}T$. Otherwise the broadening blurs the thermal distribution near the band minimum. For the example this ratio is $0.008$, and at the lowest tabulated temperature, $k_{\rm B}T=0.00125$~eV, it has risen to $0.16$.

The field must satisfy $Fa\tau/\hbar\ll1$. In the example, a force of $4\times10^{-6}$~eV/\AA\ makes this number $0.1$, and by \eqref{eq:drift} the drift velocity is then $1\%$ below the linear law.

Finally, the model contains a single band. If another band lies within a few $k_{\rm B}T$, it is thermally occupied and contributes its own velocities. The narrow-band law therefore needs a band that is narrow compared with $k_{\rm B}T$ and separated from its neighbours by a gap that is large compared with $k_{\rm B}T$. A neighbour with much faster carriers requires a larger gap, because its contribution is weighted by the squared velocity as well as by the thermal occupation.

\subsection{Notes for implementation}

For a computed band structure, \eqref{eq:carry} in its velocity form is a ratio of two sums over a uniform grid in the zone. Energies should be measured from the band minimum, so that no exponential exceeds one. The grid spacing must resolve the thermal distribution. Near the minimum its width in $k$ is $\sqrt{mk_{\rm B}T}$ in atomic units, so cold carriers need the finer grid.

For the cosine band, $I_0$ and $I_1$ both grow exponentially with $z$ and overflow at low temperature, although their ratio stays below one. Scaled functions $e^{-z}I_n(z)$ avoid this, because the common factor cancels in $r$.

Three inexpensive checks are available for any implementation. For a smooth band the velocity and curvature forms must agree on a converged grid; at a kink, such as a crossing of energy-ordered bands, the curvature contains a delta function that pointwise values miss, and only the velocity form remains correct. For a cosine band the result must lie below both limiting laws. At $k_{\rm B}T=t$ it must equal $0.698\,e\tau/m$, which tests the factor of two in $z$. Applied to the simple cubic band, the same value also tests that a single velocity component is used and not the full speed.

\section*{Calculated quantities}
\begin{verbatim}
Mobility is in units of e/hbar, hence an area
hopping t = 0.0050 eV
bandwidth W = 0.0200 eV
lattice constant a = 5.0 angstrom
hbar/tau = 0.0002 eV
kT = 0.0250 eV
W/kT = 0.800
z = 2t/kT = 0.400
I1(z)/I0(z) = 0.19610
hbar^2/m = 0.2500 eV angstrom^2
hbar v_rms, thermal = 0.03501 eV angstrom
hbar v_rms, zone = 0.03536 eV angstrom
mean free path v_rms tau = 175.0 angstrom
full mobility = 245.13 angstrom^2
full mobility = 37.24 cm^2/(V s)
narrow-band law = 250.00 angstrom^2
narrow-band law = 37.98 cm^2/(V s)
e tau/m law = 1250.00 angstrom^2
e tau/m law = 189.91 cm^2/(V s)
narrow-band law / full = 1.0199
e tau/m law / full = 5.099
occupation nu = 0.10
mobility at nu / dilute mobility = 0.9031
force for F a tau/hbar = 0.1: 4.00e-06 eV/angstrom
drift reduction at that force = 0.0099
asymptotes cross at kT = 0.00500 eV
crossing kT/W = 0.2500
mu m/(e tau) at crossing = 0.6978
exponent dln(mu)/dln(T) at crossing = -0.4707
half of e tau/m at kT = 0.00863 eV
half-value kT/W = 0.4313
exponent at half value = -0.7390
W = kT: full / narrow-band law = 0.9700
Table: kT (eV), mu (angstrom^2), mu/(e tau/m),
       mu/(narrow-band law), exponent
0.00125   1169.04  0.9352  0.2338  -0.0721
0.00250   1079.40  0.8635  0.4318  -0.1781
0.00500    872.22  0.6978  0.6978  -0.4707
0.01000    557.99  0.4464  0.8928  -0.7938
0.02000    303.12  0.2425  0.9700  -0.9406
0.04000    155.04  0.1240  0.9923  -0.9846
\end{verbatim}
